# Negative bending modes of the linear Lennard-Jones trimer

## Problem

Three atoms interact in pairs through the Lennard-Jones energy

$$V(r)=4\varepsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^{6}\right],\qquad \varepsilon,\sigma>0.$$

No other force acts. A saddle search has stopped at a linear arrangement on which every atomic force vanishes. Such a search must decide whether the point is a minimum, a first-order saddle (one negative vibrational mode) or a stationary point of higher order. Here a negative mode is one with a negative eigenvalue of the Hessian, the matrix of second derivatives of the energy. Its squared frequency is negative and its harmonic frequency imaginary. Translations and rotations are not counted as vibrations.

(a) Find all linear stationary arrangements at finite separations.

(b) Show that the arrangement has one negative mode if the atoms are confined to a plane containing the line, and a degenerate negative pair in three dimensions. Treat unequal masses as well.

(c) Explain what the two counts mean for the passage between a triangle and its mirror image.

(d) How stiff must an added bond-angle energy be to remove the negative modes? How stiff must an out-of-plane restraint be to recover the planar count?

(e) Evaluate the results for $\varepsilon=0.1$ eV, $\sigma=2.5$ Å and three atoms of mass 50 u.

The algebra may be read in atomic units. It is classical, and its formulas keep the same form in any consistent units.

## Solution

### (a) The stationary line

The first two derivatives of the pair energy are

$$V'(r)=\frac{24\varepsilon}{r}\left[\left(\frac{\sigma}{r}\right)^6-2\left(\frac{\sigma}{r}\right)^{12}\right],$$

$$V''(r)=\frac{24\varepsilon}{r^2}\left[26\left(\frac{\sigma}{r}\right)^{12}-7\left(\frac{\sigma}{r}\right)^6\right].$$

The slope vanishes at $r_m=2^{1/6}\sigma$. It is negative for smaller $r$, where the atoms repel, and positive for larger $r$, where they attract. The second derivative is positive while $(r/\sigma)^6<26/7$. Since $(r_m/\sigma)^6=2$, the slope $V'$ increases strictly on the whole interval $0<r\le r_m$.

Number the atoms 1, 2, 3 along the line and call the gaps $r_1$ and $r_2$. The energy is $V(r_1)+V(r_2)+V(r_1+r_2)$. Setting its derivatives with respect to the two gaps to zero gives

$$V'(r_1)=V'(r_2)=-V'(r_1+r_2).$$

Suppose first that $r_1+r_2\le r_m$. Both gaps are then smaller than $r_m$, so $V'(r_1)<0$, while $V'(r_1+r_2)\le0$. Their sum cannot vanish, and this case is excluded.

Hence $r_1+r_2>r_m$ and $V'(r_1+r_2)>0$. The two gap slopes are therefore negative, so both gaps lie below $r_m$. There $V'$ takes each value at most once, so $r_1=r_2=a$. The condition becomes

$$V'(a)+V'(2a)=0.$$

Put $x=(\sigma/a)^6$. Doubling the distance divides $x$ by 64, so

$$V'(2a)=\frac{24\varepsilon}{2a}\left[\frac{x}{64}-\frac{2x^2}{4096}\right]
=\frac{24\varepsilon}{a}\left[\frac{x}{128}-\frac{x^2}{4096}\right].$$

Adding $V'(a)=(24\varepsilon/a)(x-2x^2)$ and dividing by the nonzero factor $24\varepsilon x/a$ gives

$$\frac{129}{128}-\frac{8193}{4096}x=0,\qquad
x=\frac{4128}{8193}=\frac{1376}{2731}.$$

Thus

$$\left(\frac a\sigma\right)^6=\frac{2731}{1376},\qquad a\simeq1.12103\,\sigma.$$

Apart from the choice of which atom is in the middle, this is the one linear stationary shape. The near pairs are slightly compressed, $V'(a)<0$, because the outer atoms attract each other, $V'(2a)>0$. This balance of forces decides the sign of the bend.

### (b) The vibrational modes

**Expansion of one distance.** Consider two atoms a distance $r$ apart on the line. Let their relative displacement have a component $w$ along the line and a vector $\mathbf t$ across it. To second order the new distance is

$$\sqrt{(r+w)^2+\mathbf t^2}=r+w+\frac{\mathbf t^2}{2r}+\cdots .$$

Insert this in the Taylor series of $V$:

$$V=V(r)+V'(r)w+\frac12V''(r)w^2+\frac12\frac{V'(r)}{r}\mathbf t^2+\cdots .$$

There is no product of $w$ and $\mathbf t$ at this order, so motion along the line separates from motion across it. The constant for motion along the line is the curvature $V''(r)$. The constant for motion across it is $V'(r)/r$, because a sideways displacement lengthens the pair at second order. A compressed pair lowers its energy when it is lengthened in this way.

The terms linear in $w$ cancel in the sum over pairs. If the gap changes are $w_{12}$ and $w_{23}$, the outer distance changes by $w_{12}+w_{23}$, and the linear sum is $[V'(a)+V'(2a)](w_{12}+w_{23})=0$.

**One direction across the line.** Let $u_1,u_2,u_3$ be the atomic displacements in one fixed transverse direction, and define

$$k=\frac{V'(a)}a<0.$$

For the outer pair the transverse constant is

$$\frac{V'(2a)}{2a}=-\frac{V'(a)}{2a}=-\frac k2.$$

The second-order energy is therefore

$$E_\perp=\frac k2\left[(u_2-u_1)^2+(u_3-u_2)^2-\frac12(u_3-u_1)^2\right].$$

Multiplying out the squares gives

$$E_\perp=\frac k4\left[u_1^2+4u_2^2+u_3^2-4u_1u_2-4u_2u_3+2u_1u_3\right],$$

which is a perfect square:

$$E_\perp=\frac k4(u_1-2u_2+u_3)^2.$$

Write $b=(1,-2,1)^{T}$. Since $E_\perp=\frac12u^{T}H_\perp u$, the transverse Hessian is

$$H_\perp=\frac k2\,bb^{T}.$$

It gives zero on every vector perpendicular to $b$. Two such vectors are $(1,1,1)$, a translation, and $(1,0,-1)$, an infinitesimal rotation. On $b$ itself,

$$H_\perp b=\frac k2(b^{T}b)b=\frac k2\,6b=3kb.$$

Each transverse direction thus has one vibration, the bend, with eigenvalue $3k<0$. In the bend the middle atom moves one way and the outer atoms move half as far the other way.

The eigenvalue follows explicitly from $1-2x=-21/2731$:

$$aV'(a)=24\varepsilon x(1-2x)=-\frac{693504}{7458361}\varepsilon,$$

$$\lambda_b=3k=-3\,\frac{693504}{7458361}\frac{\varepsilon}{a^2}\simeq-0.279\frac{\varepsilon}{a^2}.$$

**Along the line.** Let $c=V''(a)$ and $d=V''(2a)$. The energy $\frac12[c\,w_{12}^2+c\,w_{23}^2+d(w_{12}+w_{23})^2]$ corresponds to the Hessian

$$H_\parallel=\begin{pmatrix}c+d&-c&-d\\-c&2c&-c\\-d&-c&c+d\end{pmatrix}.$$

Multiplication shows that $(1,1,1)$ has eigenvalue zero, $(1,0,-1)$ has eigenvalue $c+2d$, and $(1,-2,1)$ has eigenvalue $3c$. These are the translation, the symmetric stretch and the antisymmetric stretch.

The antisymmetric stretch is positive because $a<r_m$ makes $c>0$. For the symmetric stretch, consider the energy of evenly spaced atoms with a variable spacing $s$:

$$E(s)=2V(s)+V(2s)=4\varepsilon(AX^2-BX),\qquad X=\left(\frac\sigma s\right)^6,$$

where $A=2+1/4096$ and $B=2+1/64$. It is stationary at $X=B/(2A)$, which is the value of $x$ found above. Its energy there is

$$E_{\rm lin}=4\varepsilon\left(\frac{B^2}{4A}-\frac{B^2}{2A}\right)=-\frac{B^2}{A}\varepsilon\simeq-2.0311\,\varepsilon.$$

Differentiating $s^{-12}$ and $s^{-6}$ twice gives factors 156 and 42. At the stationary point $BX=2AX^2$, so

$$E''(a)=\frac{4\varepsilon}{a^2}(156AX^2-42BX)=\frac{4\varepsilon}{a^2}\,72AX^2=\frac{72|E_{\rm lin}|}{a^2}.$$

Direct differentiation of $2V(s)+V(2s)$ also gives $E''(a)=2c+4d$. The symmetric-stretch eigenvalue is therefore

$$\lambda_s=c+2d=\frac{36|E_{\rm lin}|}{a^2}>0.$$

**Counting.** A plane has one direction along the line and one across it. Its six eigenvalues comprise one negative bend, two positive stretches and three zeros for rigid motion. The linear trimer is a first-order saddle in the plane.

Space supplies a second transverse direction. The pair expansion contains only $\mathbf t^2$, so the second block equals the first and has no coupling to it. Its bend again has eigenvalue $3k$. The nine eigenvalues comprise two equal negative bends, two positive stretches and five zeros, for three translations and two rotations. Any combination of the two bends is also a bend with the same eigenvalue, in a plane turned about the line. This proves the stated result.

**Unequal masses.** Let $M$ be the diagonal matrix of the masses for one direction. The squared frequencies are the eigenvalues of $M^{-1/2}HM^{-1/2}$. For the transverse block this matrix is $(k/2)vv^{T}$ with $v=M^{-1/2}b$, and its one nonzero eigenvalue is

$$\omega_b^2=\frac k2v^{T}v=\frac k2\left(\frac1{m_1}+\frac4{m_2}+\frac1{m_3}\right)<0.$$

Equal masses give $3k/m$. The atomic displacements in this mode are $M^{-1/2}v=M^{-1}b=(1/m_1,\,-2/m_2,\,1/m_3)$, so the pattern $(1,-2,1)$ is the vibration only for equal masses. Along the line, the quadratic energy is zero for translation and positive for every displacement that changes a gap. The invertible change of variables by $M^{-1/2}$ preserves this property, so two positive modes remain. The counts hold for all positive masses, and the two bends in space stay degenerate.

**Which force causes the instability?** Stationarity lets us write $3k=-3V'(2a)/a$. The bend is unstable because the outer atoms attract. If the outer pair were omitted, the spacing would become $r_m$, all transverse constants would vanish, and the bends would be neutral at this order. An estimate that drops the outer pair and relaxes the spacing would therefore miss the sign. At the true spacing $a$, the near pairs alone give the full value $3k$, because the outer atoms move together in the bend. The outer attraction acts by compressing the near pairs.

### (c) A barrier in the plane, none in space

The equilateral triangle with side $r_m$ has energy $-3\varepsilon$. No arrangement is lower, since each pair contributes at least $-\varepsilon$. With labelled atoms in a plane, the order 1, 2, 3 runs either clockwise or anticlockwise. These triangles have signed areas of opposite sign. A continuous planar path between them must pass through zero area, and hence through a linear shape.

The stationary line is the lowest of all linear shapes. The energy rises without bound when atoms touch. If a gap grows without limit, at most one pair remains bound and the limiting energy is at least $-\varepsilon$. Since $E_{\rm lin}<-\varepsilon$, a minimum exists at finite gaps, and part (a) leaves one candidate. Every planar path must therefore climb at least to $E_{\rm lin}$.

This height is sufficient. Start from the line, hold the two near distances at $a$ and fold the trimer until the outer distance has fallen from $2a$ to $r_m$. The energy falls, because $V'>0$ over this range. Then hold the outer distance at $r_m$ and lengthen the two near distances from $a$ to $r_m$; the energy falls again. Folding to the other side gives the mirror triangle. The planar barrier is thus

$$\Delta E=E_{\rm lin}+3\varepsilon=\left(3-\frac{B^2}{A}\right)\varepsilon\simeq0.969\,\varepsilon.$$

In space, turn the triangle by half a revolution about an axis in its plane. It returns to the plane as its mirror image, and no pair distance changes on the way. The energy stays at $-3\varepsilon$, so there is no barrier.

The local picture agrees. For a small bend of amplitude $\rho$ along the normalized pattern $b/\sqrt6$, the energy to second order in $\rho$ is $E_{\rm lin}-\frac32|k|\rho^2$. In a plane, passing from $\rho$ to $-\rho$ along this coordinate crosses the top at $\rho=0$. In space the bend can turn about the line at fixed $\rho$ and avoid the top.

A search code can hide this difference. Three atoms always lie in one plane, and reflection through that plane leaves the arrangement unchanged, so no force points out of it. A search that only follows the forces therefore stays in its starting plane. A Hessian built from in-plane displacements alone then reports one negative mode even though the atoms are free to move in space. Out-of-plane displacements are needed to find the second.

### (d) Two added stiffnesses

**Bond angle.** Let $\varphi$ be the angle at the middle atom and $\theta=\pi-\varphi$ the departure from a straight line. Add the energy

$$\kappa(1+\cos\varphi)=\kappa(1-\cos\theta)\simeq\frac\kappa2\theta^2.$$

For small transverse displacements, $\theta$ is the difference between the slopes of the two bonds, so $\theta^2=(u_1-2u_2+u_3)^2/a^2$ in one direction. The line remains stationary and its stretches are unchanged, while the transverse energy becomes

$$E_\perp=\frac14\left(k+\frac{2\kappa}{a^2}\right)(u_1-2u_2+u_3)^2.$$

The bend eigenvalue is $3k+6\kappa/a^2$. It vanishes at

$$\kappa_c=-\frac{ka^2}{2}=-\frac{aV'(a)}2\simeq0.0465\,\varepsilon.$$

Below $\kappa_c$ the spatial trimer has two negative modes; above it there are none. Both bends change sign together because the added energy respects rotation about the line. At $\kappa_c$ itself the harmonic expansion cannot decide the stability.

**Out-of-plane restraint.** Confinement to a plane need not be rigid. Give each atom the energy $\frac12Kz^2$, where $z$ is its height above the plane and $K>0$. This adds $K$ to every eigenvalue of the out-of-plane block, which become $K$, $K$ and $3k+K$. The in-plane bend keeps its value $3k$. Therefore one negative mode remains when

$$K>3|k|,$$

and two when $K<3|k|$. The rigid plane is the limit of large $K$. This criterion concerns curvature at the linear point. It does not restore the planar barrier. Turn the triangle rigidly about an in-plane axis through its centre. The squared distances of the atoms from that axis add up to $r_m^2/2$, so the half-turn costs at most $Kr_m^2/4$. This lies below $\Delta E$ as long as $K<4\Delta E/r_m^2\simeq3.08\,\varepsilon/\sigma^2$, about 14 times $3|k|$. Below that value the line is not the lowest pass between the triangles, even where it is a first-order saddle.

### (e) Numerical case

The parameters are round model values and represent no named material. The spacing is

$$a=1.12103\times2.5\ \text{Å}=2.8026\ \text{Å},$$

slightly below the pair minimum at 2.8062 Å. The near-pair slope is $V'(a)=-0.0033178$ eV/Å, and the far-pair slope has the same size and the opposite sign. The bending eigenvalue is

$$\lambda_b=\frac{3(-0.0033178)}{2.80257}\ \frac{\text{eV}}{\text{Å}^2}=-0.00355\ \frac{\text{eV}}{\text{Å}^2},$$

or $-3.65\times10^{-5}$ hartree/bohr². A Hessian obtained by differencing the total energy gives this value once in the plane and twice in space, with the mode counts derived above.

The linear energy is $-0.2031$ eV, so the symmetric stretch has

$$\lambda_s=\frac{36\times0.203112}{(2.80257)^2}\ \frac{\text{eV}}{\text{Å}^2}=0.931\ \frac{\text{eV}}{\text{Å}^2}.$$

The antisymmetric stretch has 2.817 eV/Å². For equal masses, $\hbar|\omega|$ scales as the square root of the eigenvalue's magnitude. The symmetric stretch has $\hbar\omega=0.00882$ eV, and hence the bend has

$$\hbar|\omega_b|=0.008822\sqrt{0.003815}\ \text{eV}=0.000545\ \text{eV}.$$

For the bend this measures the rate of departure from the line; it is not a vibrational quantum, because the frequency is imaginary.

The planar barrier is $-0.2031-(-0.3000)=0.0969$ eV. The curvature at its top is small, but the barrier is not: it is set by the energy gained when the outer atoms come together, far outside the harmonic region.

The critical angular stiffness is

$$\kappa_c=\frac{2.80257\times0.0033178}{2}\ \text{eV}=0.00465\ \text{eV},$$

per squared radian when used in $\frac12\kappa\theta^2$. With $\varepsilon$ and $\sigma$ held fixed, the numerical Hessian has two negative modes at $0.9\kappa_c$ and none at $1.1\kappa_c$. The restraint that recovers the planar count must exceed $K=0.00355$ eV/Å². The half-turn of the triangle remains a lower route than the planar barrier up to at least $K=0.049$ eV/Å².

These small thresholds matter when a learned potential replaces the pair energy. Suppose it adds an error to the bending eigenvalue equal to $+1\%$ of the symmetric-stretch eigenvalue, or 0.0093 eV/Å². The bend changes from $-0.0036$ to about $+0.0058$ eV/Å², and the predicted stationary point becomes a local minimum. An error that is small beside the stretches can thus change the order of the point.

The same caution limits the use of this result for real atoms. Directional bonding, many-body forces or a substrate can add bending stiffness, and the sign must then be found from the complete energy. The Lennard-Jones result itself concerns three atoms with pair forces alone.

## Numbers as computed

```
Well depth epsilon: 0.100 eV
Length sigma: 2.500 angstrom
Mass of each atom: 50.0 u
Pair minimum distance: 2.80616 angstrom
Linear spacing a: 2.80257 angstrom
Spacing ratio a/sigma: 1.121030 (no unit)
Near-pair slope V'(a): -0.0033178 eV/angstrom
Far-pair slope V'(2a): 0.0033178 eV/angstrom
Bending eigenvalue: -0.0035515 eV/angstrom^2
Bending eigenvalue: -3.65480e-05 hartree/bohr^2
Second 3D bending eigenvalue: -0.0035515 eV/angstrom^2
Symmetric stretch eigenvalue: 0.93095 eV/angstrom^2
Antisymmetric stretch eigenvalue: 2.81736 eV/angstrom^2
|Bend| / symmetric stretch: 0.003815 (no unit)
Bend hbar|omega| (imaginary mode): 0.0005449 eV
Symmetric stretch hbar omega: 0.008822 eV
Antisymmetric stretch hbar omega: 0.015347 eV
Plane: negative, zero, positive counts: (1, 3, 2)
Space: negative, zero, positive counts: (2, 5, 2)
Triangle in space: negative, zero, positive counts: (0, 6, 3)
Linear energy: -0.203112 eV
Triangle energy: -0.300000 eV
Planar inversion barrier: 0.096888 eV
Critical angular stiffness: 0.0046492 eV/rad^2
Space counts at 0.9 critical stiffness: (2, 5, 2)
Space counts at 1.1 critical stiffness: (0, 5, 4)
```
